# Flip angles for equal signals from hyperpolarised magnetisation, with T1 decay

## The problem

A hyperpolarised sample has a longitudinal magnetisation far above its thermal value. Once a pulse has turned part of it into the transverse plane and that part has dephased or been destroyed, it is spent, because relaxation restores only the small thermal magnetisation. The sample is to be read out by $N$ pulses, numbered $n=1,\dots,N$, with flip angles $\theta_n$ between $0$ and $90^\circ$.

Let $M_n$ be the longitudinal magnetisation just before pulse $n$, with $M_1=M_0$. The signal $S_n$ is the length of the transverse magnetisation just after pulse $n$. Assume that

- the pulses are short, resonant and correctly calibrated;
- the transverse magnetisation left from one pulse is destroyed before the next;
- the thermal magnetisation is negligible.

**(a)** Neglect longitudinal relaxation. Which angles give $N$ equal signals and leave no magnetisation unused, and how large is each signal?

**(b)** Pulses now follow each other at intervals $T_R$, and the magnetisation decays with time constant $T_1$. How do the angles and the signal change?

**(c)** Can any other choice of angles make the weakest of the $N$ signals stronger than in (b)?

**(d)** Evaluate both schedules for the round values $N=8$, $T_R=5$ s and $T_1=40$ s. What happens if the schedule of (a) is used although the magnetisation decays?

## Hints

1. A pulse splits $M_n$ into two perpendicular components. One is the signal and the other is available later.
2. Write $S_n=S_{n+1}$ and cancel $M_n$. This links neighbouring angles. Count the equations and the unknowns.
3. The last pulse has no successor to save for. Start there and work backwards.
4. The link becomes linear in the variable $u_n=1/\sin^2\theta_n=1+\cot^2\theta_n$.
5. For (c), apply Pythagoras to each pulse, after dividing out the decay that has taken place so far.

## Solution

### (a) No relaxation

Pulse $n$ produces the signal and leaves the remainder

$$S_n=M_n\sin\theta_n,\qquad M_{n+1}=M_n\cos\theta_n .$$

With a constant angle the signals would fall by a factor $\cos\theta$ per pulse, so the angle must grow to compensate. Equality of neighbouring signals requires

$$M_n\sin\theta_n=M_{n+1}\sin\theta_{n+1}=M_n\cos\theta_n\sin\theta_{n+1}.$$

For $n<N$ neither $M_n$ nor $\cos\theta_n$ may vanish, since otherwise nothing would remain for the next pulse. Dividing by both gives

$$\tan\theta_n=\sin\theta_{n+1}.$$

These are $N-1$ equations for $N$ angles, so equal signals alone leave one number free. The demand that nothing be left over supplies the missing condition: $M_N\cos\theta_N=0$, hence $\theta_N=90^\circ$.

Inverting and squaring the link gives $\cot^2\theta_n=1/\sin^2\theta_{n+1}=u_{n+1}$. Since $u_n=1+\cot^2\theta_n$,

$$u_n=1+u_{n+1},\qquad u_N=1 .$$

Each step backwards adds one, so $u_n=N-n+1$ and $\cot^2\theta_n=u_n-1=N-n$. The schedule is

$$\boxed{\theta_n=\arctan\frac{1}{\sqrt{N-n}}}$$

where the last angle is the limit $\arctan(\infty)=90^\circ$. The common signal follows from the first pulse:

$$S=M_0\sin\theta_1=\frac{M_0}{\sqrt{u_1}}=\frac{M_0}{\sqrt N}.$$

The signal is larger than $M_0/N$ because perpendicular components add in squares: $N$ equal signals share $M_0^2$, not $M_0$.

### (b) Decay between the pulses

With the thermal value neglected, the longitudinal magnetisation obeys $dM_z/dt=-M_z/T_1$ between pulses. Over one interval it is multiplied by $E=e^{-T_R/T_1}$, so

$$M_{n+1}=E\,M_n\cos\theta_n .$$

The condition $S_n=S_{n+1}$ now reads $\sin\theta_n=E\cos\theta_n\sin\theta_{n+1}$, or

$$\tan\theta_n=E\sin\theta_{n+1}.$$

Inverting and squaring gives $\cot^2\theta_n=E^{-2}u_{n+1}$, and therefore

$$u_n=1+E^{-2}u_{n+1},\qquad u_N=1 .$$

Working backwards, $u_{N-1}=1+E^{-2}$, then $u_{N-2}=1+E^{-2}+E^{-4}$, and in general

$$u_n=\sum_{k=0}^{N-n}E^{-2k},\qquad \cot^2\theta_n=u_n-1=\sum_{k=1}^{N-n}E^{-2k}.$$

To sum the series, set $q=E^{-2}$ and $m=N-n$. Then

$$\sum_{k=1}^{m}q^k=\frac{q}{q-1}\,(q^m-1)=\frac{E^{-2m}-1}{1-E^2},$$

because $q/(q-1)=1/(1-E^2)$. The corrected schedule is

$$\boxed{\tan\theta_n=\sqrt{\frac{1-E^2}{E^{-2(N-n)}-1}}\,,\qquad \theta_N=90^\circ}$$

The signal is again $M_0/\sqrt{u_1}$, where $u_1=1+q+\dots+q^{N-1}=(q^N-1)/(q-1)$:

$$S=M_0\sqrt{\frac{E^{-2}-1}{E^{-2N}-1}} .$$

Two limits show what the formula does.

- **Slow decay, $E\to1$.** Each of the $N-n$ terms in the sum for $\cot^2\theta_n$ tends to 1, and the schedule of (a) returns.
- **Fast decay, $E\ll1$.** The last term of each sum dominates, so $\tan\theta_n\approx E^{N-n}$ for $n<N$ (the last angle stays $90^\circ$) and $S\approx M_0E^{N-1}$. The common signal is then set by what survives until the last pulse, and the earlier pulses may take only that much.

For $E<1$ every term $E^{-2k}$ with $k\ge1$, and hence every term in the sum for $\cot^2\theta_n$, exceeds 1. For $n<N$ the cotangent is therefore larger, and the angle smaller, than in (a). Early pulses must take less because the magnetisation kept for later ones will shrink.

### (c) The weakest signal cannot be made stronger

Take arbitrary angles. Let $d_n=E^{n-1}$ be the decay factor between pulse 1 and pulse $n$. Pythagoras at pulse $n$ gives

$$M_n^2=S_n^2+(M_n\cos\theta_n)^2 .$$

For $n<N$, $M_n\cos\theta_n=M_{n+1}/E$ and $d_{n+1}=E\,d_n$, so division by $d_n^2$ yields

$$\frac{M_n^2}{d_n^2}=\frac{S_n^2}{d_n^2}+\frac{M_{n+1}^2}{d_{n+1}^2}.$$

Inserting each equation into the one before it, and writing $R=M_N\cos\theta_N$ for the unused remainder, we obtain

$$M_0^2=\sum_{n=1}^{N}\frac{S_n^2}{d_n^2}+\frac{R^2}{d_N^2}.$$

If $s$ is the smallest signal, every $S_n\ge s$, and hence

$$s^2\sum_{n=1}^{N}\frac1{d_n^2}\le M_0^2 .$$

The sum is $\sum_{k=0}^{N-1}E^{-2k}=u_1$, so $s\le M_0/\sqrt{u_1}$, which is the signal found in (b). Equality requires all signals to be equal and $R=0$. The answer to (c) is therefore no. The result concerns the weakest signal; it makes no claim about the sum of the signals.

### (d) Numbers

The decay factor is $E=e^{-5/40}=0.8825$, and $E^{-2}=1.2840$. Working backwards from $\theta_8=90^\circ$:

- $\cot^2\theta_7=1.2840$, so $\theta_7=41.43^\circ$;
- $\cot^2\theta_6=1.2840+1.2840^2=2.933$, so $\theta_6=30.28^\circ$;
- continuing to the first pulse, $\cot^2\theta_1=21.495$, so $\theta_1=12.17^\circ$.

Each corrected signal is $S=M_0/\sqrt{1+21.495}=0.2108\,M_0$. Without decay it would be $M_0/\sqrt8=0.3536\,M_0$, so decay reduces the common signal to 60 % of that value.

In the table, $M_n$ belongs to the corrected schedule. The last column is the signal obtained when the angles of (a) are used despite the decay. Both are in units of $M_0$.

| $n$ | angle (a) | angle (b) | $M_n$ | signal, (a) with decay |
|---|---|---|---|---|
| 1 | 20.70° | 12.17° | 1.000 | 0.354 |
| 2 | 22.21° | 14.15° | 0.863 | 0.312 |
| 3 | 24.09° | 16.60° | 0.738 | 0.275 |
| 4 | 26.57° | 19.74° | 0.624 | 0.243 |
| 5 | 30.00° | 23.99° | 0.519 | 0.214 |
| 6 | 35.26° | 30.28° | 0.418 | 0.189 |
| 7 | 45.00° | 41.43° | 0.319 | 0.167 |
| 8 | 90.00° | 90.00° | 0.211 | 0.147 |

The last column follows a simple law. Each interval multiplies the magnetisation by $E$ whatever the angles are, so the equal signals of (a) become $S_n=M_0E^{n-1}/\sqrt N$. The last is $e^{-35/40}=0.417$ times the first. Compared with this, the corrected schedule gives weaker signals for the first five pulses and stronger ones for the last three.

The statement in (c) can be illustrated by ending with $60^\circ$ instead of $90^\circ$. Equal signals are still possible, starting from $\theta_1=11.68^\circ$, but each is only $0.202\,M_0$, and $0.117\,M_0$ remains unused. A direct numerical maximisation of the weakest of four signals, with the same $T_R$ and $T_1$, gives $0.4066\,M_0$, in agreement with the formula.

### Where the assumptions matter

**Thermal magnetisation.** If relaxation leads to $M_{\rm eq}>0$ instead of zero, then $M_{n+1}=E M_n\cos\theta_n+(1-E)M_{\rm eq}$. Let $\delta_n$ be the resulting change of $M_n$. It starts at $\delta_1=0$ and obeys

$$\delta_{n+1}=E\cos\theta_n\,\delta_n+(1-E)M_{\rm eq}.$$

If $0\le\delta_n\le M_{\rm eq}$, the right-hand side is at most $EM_{\rm eq}+(1-E)M_{\rm eq}=M_{\rm eq}$, so the bound passes on to every later pulse. No signal changes by more than $M_{\rm eq}$. For $M_{\rm eq}=5\times10^{-5}M_0$ the largest change in the example is $2.0\times10^{-5}M_0$, about 0.01 % of the signal. The neglect ceases to be safe when $S$ is no longer much larger than $M_{\rm eq}$.

**Transverse magnetisation.** Suppose that it survives completely, on resonance, and that all pulses act about the same axis. The rotations then add up, and without any decay the signal is $M_0|\sin(\theta_1+\dots+\theta_n)|$. The schedule of (a) would give $0.354$, $0.681$, $0.921,\dots$ in units of $M_0$ instead of equal signals. Destroying the transverse magnetisation is thus part of the method.

## Variation 1: unequal intervals

*The pulses are applied at times $t_1=0<t_2<\dots<t_N$. Find the schedule.*

The decay factor after pulse $n$ is now $e^{-(t_{n+1}-t_n)/T_1}$, and the recursion of (b) becomes

$$u_n=1+e^{2(t_{n+1}-t_n)/T_1}\,u_{n+1},\qquad u_N=1 .$$

When it is unfolded, the exponents of successive intervals add, so $u_n=\sum_{k=n}^{N}e^{2(t_k-t_n)/T_1}$. The term $k=n$ equals 1 and drops out of $\cot^2\theta_n=u_n-1$:

$$\cot^2\theta_n=\sum_{k=n+1}^{N}e^{2(t_k-t_n)/T_1},\qquad S=\frac{M_0}{\sqrt{\sum_{k=1}^{N}e^{2t_k/T_1}}}.$$

For pulses at 0, 2, 5, 10 and 20 s with $T_1=40$ s,

$$S=\frac{M_0}{\sqrt{1+e^{0.1}+e^{0.25}+e^{0.5}+e^{1}}}=0.359\,M_0 ,$$

with angles 21.04°, 23.86°, 28.47°, 37.91° and 90°. The late pulses contribute the largest terms to the sum, so they cost the most.

## Variation 2: a wrong value of $T_1$

*The schedule was calculated with $T_1'$, but the true constant is $T_1$. How unequal are the signals?*

Let $E'=e^{-T_R/T_1'}$. The angles satisfy $\tan\theta_n=E'\sin\theta_{n+1}$, while the magnetisation decays with the true $E$. Hence

$$\frac{S_{n+1}}{S_n}=\frac{E\cos\theta_n\sin\theta_{n+1}}{\sin\theta_n}=\frac{E\sin\theta_{n+1}}{\tan\theta_n}=\frac{E}{E'} .$$

This ratio is the same for every pair of neighbours, and over the whole train

$$\frac{S_N}{S_1}=\exp\!\left[-(N-1)T_R\left(\frac1{T_1}-\frac1{T_1'}\right)\right].$$

With $T_1'=50$ s and $T_1=40$ s in the example of (d), the exponent is $-35\,(1/40-1/50)=-0.175$ and the ratio is 0.84. The signals fall from $0.237\,M_0$ to $0.199\,M_0$. Too long an assumed $T_1'$ gives falling signals, and too short a value gives rising ones. For $T_1'\to\infty$ the schedule of (a) and its ratio of 0.417 return. If the angles are well calibrated, the slope of $\ln S_n$ against $n$, which is $-T_R(1/T_1-1/T_1')$, yields the true $T_1$. The calibration must be tight. In this example, angles that are all 2 % too large or too small turn the value fitted to the eight signals from 40 s into 38.2 s or 42.0 s, and an error of 5 % turns it into 35.7 s or 45.2 s. With the schedule of (b), a 5 % error makes $S_8/S_1$ equal to 0.88 or about 1.12 instead of 1. Any other loss at a constant rate, such as chemical conversion or outflow, is counted in the fitted constant as if it were relaxation.

The values quoted here, apart from those for miscalibrated angles, are collected in the numerical output below.

## Computed values

```
Number of pulses N = 8; TR = 5.0 s; T1 = 40.0 s
Decay factor per interval E = 0.88250; E^2 = 0.77880
Magnetisations and signals in units of M0; angles in degrees
No decay: n, angle, Mz before pulse, signal
  1   20.70  1.0000  0.3536
  2   22.21  0.9354  0.3536
  3   24.09  0.8660  0.3536
  4   26.57  0.7906  0.3536
  5   30.00  0.7071  0.3536
  6   35.26  0.6124  0.3536
  7   45.00  0.5000  0.3536
  8   90.00  0.3536  0.3536
With decay: n, corrected angle, cot^2(angle), Mz before pulse,
  signal, signal if the no-decay schedule is used instead
  1   12.17  21.4947  1.0000  0.2108  0.3536
  2   14.15  15.7401  0.8627  0.2108  0.3120
  3   16.60  11.2584  0.7382  0.2108  0.2753
  4   19.74   7.7680  0.6243  0.2108  0.2430
  5   23.99   5.0497  0.5186  0.2108  0.2144
  6   30.28   2.9327  0.4181  0.2108  0.1892
  7   41.43   1.2840  0.3186  0.2108  0.1670
  8   90.00   0.0000  0.2108  0.2108  0.1474
Common signal, decay / no decay = 0.5964
No-decay schedule under decay, last/first signal = 0.4169
Constant angle 20.70 deg, no decay, last/first signal = 0.6267
Last pulse 60 deg, with decay: first angle = 11.68 deg,
  common signal = 0.2024, unused Mz = 0.1169
Four pulses, with decay: smallest signal by direct maximisation = 0.40657, formula = 0.40657
Design T1 = 50.0 s, true T1 = 40.0 s: first signal = 0.2367, last = 0.1987, ratio = 0.8395
Thermal magnetisation = 5.0e-05 M0: largest signal change = 2.02e-05 M0 = 0.0096 % of the signal
No spoiling, no decay, signals 1 to 8 = 0.354 0.681 0.921 0.998 0.833 0.361 0.404 0.915
Unequal intervals, pulse times (s) = 0 2 5 10 20
  angles (deg) = 21.04 23.86 28.47 37.91 90.00; common signal = 0.3591
```
